# Soft-Photon Emission by a Scattered Electron: The Angular Integral: a program that tests the result

```python
"""Soft-photon emission by a scattered electron, integrated over angles.

Result under test: dN = (2 alpha/pi) (eta coth(eta) - 1) d omega/omega,
  cosh(eta) = 1 + q/2,  q = Q^2/(m c)^2,  Q^2 = -(p_out - p_in)^2,
with limits (2 alpha/pi)(ln q - 1) for q >> 1 and (2 alpha/(3 pi)) q for q << 1.
For a slow electron q is the squared change of velocity in units of c.
Four-momenta are in units of m c, metric (+,-,-,-); n = (1, unit vector).
The angular factor I is the average over directions of -J.J, where
J = p_out/(p_out.n) - p_in/(p_in.n);  dN = (alpha/pi) I d omega/omega.
"""
import numpy as np
from scipy import constants as sc

METRIC = np.array([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return np.sum(a * b * METRIC, axis=-1)


def momentum(velocity):
    velocity = np.asarray(velocity, float)
    gamma = 1 / np.sqrt(1 - velocity @ velocity)
    return gamma * np.concatenate(([1.0], velocity))


def eikonal(p_in, p_out, n):
    current = (p_out / dot(p_out, n)[..., None]
               - p_in / dot(p_in, n)[..., None])
    return -dot(current, current)


def bracket(q):
    eta = 2 * np.arcsinh(np.sqrt(q) / 2)
    return eta / np.tanh(eta) - 1


def transfer(p_in, p_out):
    return -dot(p_out - p_in, p_out - p_in)


# Directions and weights for averages over the whole sphere
u_nodes, u_weights = np.polynomial.legendre.leggauss(200)
phi = 2 * np.pi * np.arange(200) / 200
U, PHI = np.meshgrid(u_nodes, phi, indexing="ij")
S = np.sqrt(1 - U**2)
SPHERE = np.stack([np.ones_like(U), S * np.cos(PHI), S * np.sin(PHI), U], -1)


def sphere_average(values):
    return 0.5 * u_weights @ values.mean(axis=1)


# Soft limit of the full Dirac amplitude for a pointlike static potential
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
g0 = np.diag([1, 1, -1, -1]).astype(complex)
gammas = [g0] + [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
one = np.eye(4)


def slash(a):
    return sum(METRIC[i] * a[i] * gammas[i] for i in range(4))


def dirac_over_eikonal(omega):
    def on_shell(energy, direction):
        d = np.array(direction, float)
        d *= np.sqrt(energy**2 - 1) / np.linalg.norm(d)
        return np.concatenate(([energy], d))
    p_in = on_shell(2.0, [0, 0, 1])
    p_out = on_shell(2.0 - omega, [1, 0.3, 0.2])
    n = np.array([0.3, -0.8, 0.4])
    n /= np.linalg.norm(n)
    k = omega * np.concatenate(([1.0], n))
    e1 = np.cross(n, [0, 0, 1])
    e1 /= np.linalg.norm(e1)

    def spin_sum(vertex):
        adjoint = g0 @ vertex.conj().T @ g0
        return np.trace((slash(p_out) + one) @ vertex
                        @ (slash(p_in) + one) @ adjoint).real
    total = 0.0
    for e in (e1, np.cross(n, e1)):
        es = slash(np.concatenate(([0.0], e)))
        after = es @ (slash(p_out + k) + one) @ g0 / (2 * dot(p_out, k))
        before = g0 @ (slash(p_in - k) + one) @ es / (-2 * dot(p_in, k))
        total += spin_sum(after + before)
    return total / (spin_sum(g0) * eikonal(p_in, p_out, k))


soft_dev = [abs(dirac_over_eikonal(w) - 1) for w in (1e-3, 1e-4)]
assert soft_dev[0] < 1e-2 and soft_dev[1] < 0.2 * soft_dev[0]

# General directions and unequal energies: separate averages and the total
p_a, p_b = momentum([0.2, 0.5, -0.6]), momentum([0.7, -0.3, 0.1])
q_ab = transfer(p_a, p_b)
eta_ab = np.arccosh(dot(p_a, p_b))
mass_average = sphere_average(1 / dot(p_a, SPHERE)**2)
P_mix = 0.3 * p_a + 0.7 * p_b
mix_average = sphere_average(1 / dot(P_mix, SPHERE)**2)
cross_average = sphere_average(1 / (dot(p_a, SPHERE) * dot(p_b, SPHERE)))
I_ab = sphere_average(eikonal(p_a, p_b, SPHERE))
assert abs(mass_average - 1) < 1e-10
assert abs(mix_average - 1 / (1 + 0.3 * 0.7 * q_ab)) < 1e-10
assert abs(cross_average - eta_ab / np.sinh(eta_ab)) < 1e-10
assert abs(I_ab - 2 * bracket(q_ab)) < 1e-9

# Frame with opposite momenta; u = tanh(y) resolves the narrow cones
y_nodes, y_weights = np.polynomial.legendre.leggauss(800)
y, wy = 18 * y_nodes, 18 * y_weights


def half_factor_by_quadrature(q):
    gamma = np.sqrt(1 + q / 4)
    beta = np.sqrt(q / 4) / gamma
    p_out = gamma * np.array([1, 0, 0, beta])
    p_in = gamma * np.array([1, 0, 0, -beta])
    n = np.stack([np.ones_like(y), 1 / np.cosh(y), 0 * y, np.tanh(y)], -1)
    return 0.25 * np.sum(wy * eikonal(p_in, p_out, n) / np.cosh(y)**2)


# Both limits with their first corrections, from the quadrature
large_coeff = (half_factor_by_quadrature(1e4) - np.log(1e4) + 1) * 1e4
small_coeff = (0.01 / 3 - half_factor_by_quadrature(0.01)) / 0.01**2
assert abs(large_coeff - 2) < 0.02
assert abs(small_coeff - 1 / 20) < 0.0005

# Slow electron: the squared velocity change sets the radiation
v_a, v_b = np.array([0.003, 0.004, 0.0]), np.array([-0.002, 0.001, 0.006])
I_slow = sphere_average(eikonal(momentum(v_a), momentum(v_b), SPHERE))
dipole = sphere_average(np.sum(np.cross(SPHERE[..., 1:], v_b - v_a)**2, -1))
dv2 = np.sum((v_b - v_a)**2)
assert abs(dipole / dv2 - 2 / 3) < 1e-10
assert abs(I_slow / (2 * dv2 / 3) - 1) < 3e-4

# Fast electron, small deflection: q works, squared velocity change does not
speed, turn = np.sqrt(8) / 3, 0.003
v_c = speed * np.array([0, 0, 1.0])
v_d = speed * np.array([np.sin(turn), 0, np.cos(turn)])
p_c, p_d = momentum(v_c), momentum(v_d)
I_fast_small = sphere_average(eikonal(p_c, p_d, SPHERE))
assert abs(I_fast_small / (2 * transfer(p_c, p_d) / 3) - 1) < 1e-3
naive_ratio = I_fast_small / (2 * np.sum((v_d - v_c)**2) / 3)
assert abs(naive_ratio - p_c[0]**2) < 0.02


# Angular pattern in the frame with opposite momenta
def cumulative(u, beta):
    return (2 * (1 + beta**2) / beta * np.arctanh(beta * u)
            - 2 * (1 - beta**2) * u / (1 - beta**2 * u**2))


b = 0.9
p_plus, p_minus = momentum([0, 0, b]), momentum([0, 0, -b])


def ring(u):
    return np.stack([np.ones_like(u), np.sqrt(1 - u**2), 0 * u, u], -1)


u_part = 0.4 * (u_nodes + 1)
part = 0.4 * u_weights @ eikonal(p_minus, p_plus, ring(u_part))
assert abs(part - cumulative(0.8, b)) < 1e-10
pattern = 4 * b**2 * (1 - u_part**2) / (1 - b**2 * u_part**2)**2
assert np.allclose(eikonal(p_minus, p_plus, ring(u_part)), pattern, rtol=1e-9)
theta = np.linspace(0.001, np.pi / 2, 100001)
peak = theta[np.argmax(eikonal(p_minus, p_plus, ring(np.cos(theta))))]
assert abs(np.sin(peak) - 2 / np.sqrt(transfer(p_minus, p_plus))) < 1e-3

# Worked example: deflection by 90 degrees, fast and slow electron
alpha = sc.fine_structure
mc2 = sc.m_e * sc.c**2 / sc.e
hbar_c = sc.hbar * sc.c / sc.e * 1e10
pc_fast, T_slow = 1e9, 100.0
w_fast, w_slow = (1e5, 1e6), (0.1, 1.0)
E_fast = np.hypot(pc_fast, mc2)
q_fast = 2 * (pc_fast / mc2)**2
pc_slow = np.sqrt(T_slow**2 + 2 * T_slow * mc2)
q_slow = 2 * (pc_slow / mc2)**2
beta_slow = pc_slow / (T_slow + mc2)
B_fast, B_slow = bracket(q_fast), bracket(q_slow)
assert abs(half_factor_by_quadrature(q_fast) / B_fast - 1) < 1e-6
assert abs(half_factor_by_quadrature(q_slow) / B_slow - 1) < 1e-8
assert abs(B_fast - (np.log(q_fast) - 1)) < 1e-6
pref = 2 * alpha / np.pi
decade = np.log(w_fast[1] / w_fast[0])
N_fast = pref * B_fast * decade
N_slow = pref * B_slow * np.log(w_slow[1] / w_slow[0])
rad_fast = pref * B_fast * (w_fast[1] - w_fast[0])
rad_slow = pref * B_slow * (w_slow[1] - w_slow[0])

# The slow case once more, wholly in atomic units with Newtonian speed
hartree = sc.physical_constants["Hartree energy in eV"][0]
dv2_au = 2 * (2 * T_slow / hartree)
c_au = 1 / alpha
N_slow_au = 2 * dv2_au / (3 * np.pi * c_au**3) * decade
assert abs(N_slow_au / N_slow - 1) < 1e-3

gamma_b = np.sqrt(1 + q_fast / 4)
beta_b = np.sqrt(q_fast / 4) / gamma_b
share = 1 - (cumulative(np.cos(np.radians(10)), beta_b)
             / cumulative(1.0, beta_b))
peak_deg = np.degrees(np.arcsin(2 / np.sqrt(q_fast)))

print("TESTS")
print(f"Dirac/eikonal - 1, photon energy 1e-3 mc^2: {soft_dev[0]:.2e}")
print(f"Dirac/eikonal - 1, photon energy 1e-4 mc^2: {soft_dev[1]:.2e}")
print(f"general pair: q = {q_ab:.6f}, eta = {eta_ab:.6f}")
print(f"general pair: I by sphere quadrature = {I_ab:.8f}")
print(f"general pair: I by closed form       = {2*bracket(q_ab):.8f}")
print(f"large-q correction times q at q=1e4: {large_coeff:.4f}")
print(f"small-q correction over q^2 at q=0.01: {small_coeff:.5f}")
print(f"fast electron, small kick: gamma = {p_c[0]:.3f}")
print(f"  I / (2/3 squared velocity change) = {naive_ratio:.3f}")
print("TABLE: q, full bracket, ln q - 1, q/3")
for q in (0.01, 0.1, 1.0, 10.0, 100.0, 1e4):
    full = half_factor_by_quadrature(q)
    assert abs(full - bracket(q)) < 1e-8
    print(f"{q:9.2f} {full:11.6f} {np.log(q)-1:11.6f} {q/3:13.6f}")
print("COMMON INPUT")
print(f"alpha = {alpha:.8f}, 2 alpha/pi = {pref:.7f}")
print(f"m c^2 = {mc2:.2f} eV; ln(window ratio) = {decade:.5f}")
print("FAST ELECTRON, 90 degrees")
print(f"p c = {pc_fast:.3e} eV; window {w_fast[0]:.0e} to {w_fast[1]:.0e} eV")
print(f"q = {q_fast:.5e}, ln q = {np.log(q_fast):.4f}")
print(f"bracket = {B_fast:.4f}, N = {N_fast:.5f}")
print(f"mean radiated energy in window = {rad_fast:.4e} eV")
print(f"top photon energy / electron energy = {w_fast[1]/E_fast:.2e}")
print(f"c/omega at top of window = {hbar_c/w_fast[1]:.3e} angstrom")
print(f"opposite-momenta frame: peak angle = {peak_deg:.4f} degrees")
print(f"  share within 10 degrees of the two directions = {share:.4f}")
print("SLOW ELECTRON, 90 degrees")
print(f"T = {T_slow:.0f} eV; window {w_slow[0]} to {w_slow[1]} eV")
print(f"speed/c = {beta_slow:.6f}, q = {q_slow:.5e}")
print(f"bracket = {B_slow:.5e}, q/3 = {q_slow/3:.5e}")
print(f"N = {N_slow:.4e}; by atomic-unit formula = {N_slow_au:.4e}")
print(f"mean radiated energy in window = {rad_slow:.4e} eV")
print(f"top photon energy / kinetic energy = {w_slow[1]/T_slow:.2e}")
print(f"v/omega at top of window = {beta_slow*hbar_c/w_slow[1]:.2f} angstrom")
print(f"ratio N fast / N slow = {N_fast/N_slow:.4e}")
print("finished without a failed check")
```

It prints:

```
TESTS
Dirac/eikonal - 1, photon energy 1e-3 mc^2: 1.08e-04
Dirac/eikonal - 1, photon energy 1e-4 mc^2: 1.08e-05
general pair: q = 3.649211, eta = 1.698597
general pair: I by sphere quadrature = 1.63245515
general pair: I by closed form       = 1.63245515
large-q correction times q at q=1e4: 2.0015
small-q correction over q^2 at q=0.01: 0.04990
fast electron, small kick: gamma = 3.000
  I / (2/3 squared velocity change) = 9.000
TABLE: q, full bracket, ln q - 1, q/3
     0.01    0.003328   -5.605170      0.003333
     0.10    0.032843   -3.302585      0.033333
     1.00    0.291227   -1.000000      0.333333
    10.00    1.513038    1.302585      3.333333
   100.00    3.625766    3.605170     33.333333
 10000.00    8.210541    8.210340   3333.333333
COMMON INPUT
alpha = 0.00729735, 2 alpha/pi = 0.0046456
m c^2 = 510998.95 eV; ln(window ratio) = 2.30259
FAST ELECTRON, 90 degrees
p c = 1.000e+09 eV; window 1e+05 to 1e+06 eV
q = 7.65932e+06, ln q = 15.8514
bracket = 14.8514, N = 0.15887
mean radiated energy in window = 6.2095e+04 eV
top photon energy / electron energy = 1.00e-03
c/omega at top of window = 1.973e-03 angstrom
opposite-momenta frame: peak angle = 0.0414 degrees
  share within 10 degrees of the two directions = 0.6719
SLOW ELECTRON, 90 degrees
T = 100 eV; window 0.1 to 1.0 eV
speed/c = 0.019781, q = 7.82857e-04
bracket = 2.60922e-04, q/3 = 2.60952e-04
N = 2.7911e-06; by atomic-unit formula = 2.7911e-06
mean radiated energy in window = 1.0909e-06 eV
top photon energy / kinetic energy = 1.00e-02
v/omega at top of window = 39.03 angstrom
ratio N fast / N slow = 5.6919e+04
finished without a failed check
```
